\section*{What zero midgap states in thirty amorphous-oxide models can exclude}

\section*{The situation}

A group studies amorphous silica as a gate oxide. It generates $n=30$ periodic models of 216 atoms by simulated melting and quenching, each from its own independent melt, and computes the electronic levels of each. A model is called \emph{trap-containing} if it has at least one level in a midgap energy window that was fixed before the calculations began. None of the 30 models has one.

Let $p$ be the probability that this protocol produces a trap-containing model. Equivalently, $p$ is the fraction of such models in an unlimited set generated in the same way. Let $K$ be the number found among $n$ models. Unless a part says otherwise, assume that the models are independent, that $n$ was fixed in advance, that no model was discarded because of its levels, and that every midgap state present is detected. Take $\alpha=0.05$ and a mass density of $2.2\ \mathrm{g/cm^3}$, a rough typical value for silica. Each model costs 2000 core-hours, a round figure chosen for the exercise.

\section*{Part (a): How surprising is an empty result?}

\textbf{Question.} Find the probability of $K=0$ for given $p$ and evaluate it for $p=1$, 5 and 10 percent. Does the empty result show that traps are rare? What does the usual standard error of a measured fraction say?

\textbf{Answer.} One model is free of traps with probability $1-p$. For independent models the probabilities multiply:
\begin{equation}
P(K=0;p)=(1-p)^n .
\label{eq:zero}
\end{equation}
For $n=30$ this is 0.74 at $p=1$ percent, 0.21 at 5 percent and 0.042 at 10 percent. If one model in twenty contained a trap, about one such study in five would still find none. The empty result therefore cannot distinguish well between 1 and 5 percent, although it speaks against fractions of 10 percent and more: at 15 percent its probability is only 0.008.

The usual standard error is $\sqrt{f(1-f)/n}$, with $f=K/n$ the observed fraction. At $f=0$ it vanishes, which would suggest that $p=0$ is known without error. The formula fails here because it replaces the unknown $p$ by $f$ in the variance $p(1-p)/n$, and the variance is zero at $p=0$ alone among small $p$.

\section*{Part (b): The upper limit}

\textbf{Question.} Call a value of $p$ \emph{permitted} if it gives the empty result a probability of at least $\alpha$. Find the largest permitted value. How does it change if the 5 percent error is shared equally between a lower and an upper limit?

\textbf{Answer.} The condition is $(1-p)^n\ge\alpha$. Both sides are positive and the $n$th root is an increasing function, so
\begin{align}
1-p&\ge\alpha^{1/n},\\
p&\le p_{\rm up}=1-\alpha^{1/n}.
\label{eq:limit}
\end{align}
The inequality turns round in the last line because $p$ has been isolated from $-p$. With the numbers,
\begin{equation}
p_{\rm up}=1-0.05^{1/30}=1-0.90497=0.0950 .
\end{equation}
The study thus permits a true fraction of up to about 9.5 percent. This is a bound and not an estimate: $p=0$ is permitted as well, and it is the value that makes the empty result most probable.

The limit is one-sided, since the whole error $\alpha$ has been spent on the upper side. A central two-sided 95 percent interval spends $\alpha/2$ there, and its upper end is $1-0.025^{1/30}=11.6$ percent. A report should state which convention it uses.

Two limiting cases show how the formula behaves. For $n=1$ it gives $p_{\rm up}=1-\alpha=95$ percent, so a single clean model excludes very little. For large $n$, write $\alpha^{1/n}=e^{-x}$ with $x=-\ln\alpha/n$. Then
\begin{equation}
p_{\rm up}=1-e^{-x}=x-\frac{x^2}{2}+\dots,\qquad x=\frac{2.996}{n}.
\label{eq:three}
\end{equation}
Since $1-e^{-x}<x$ for $x>0$, the simple expression $3/n$ lies slightly above the limit. For $n=30$ it gives 10 percent instead of 9.5 percent.

\section*{Part (c): What the 95 percent refers to}

\textbf{Question.} To speak of confidence, one needs a rule that assigns a limit to every possible $K$. For $k<n$ define $U(k)$ by $P(K\le k;U(k))=\alpha$, and set $U(n)=1$. Show that the statement $p\le U(K)$ is false with probability below $\alpha$, whatever the true $p$. May one say that $p$ lies below 9.5 percent with probability 95 percent?

\textbf{Answer.} First, $P(K\le k;p)$ falls strictly as $p$ rises, for $k<n$. To see this, give each model a random number uniform between 0 and 1, and count a hit if the number is below $p$. Raising $p$ to $p'$ can add hits but remove none, so $K\le k$ cannot become more probable. It becomes less probable, because with positive probability all $n$ numbers lie between $p$ and $p'$, and then $K$ jumps from 0 to $n$. As $P(K\le k;p)$ runs continuously from 1 at $p=0$ to 0 at $p=1$, each $U(k)$ exists and is unique.

Second, $U(k)$ increases with $k$. At $p=U(k)$ the event $K\le k+1$ is more probable than $K\le k$, so its probability exceeds $\alpha$. A larger $p$ is needed to bring it down to $\alpha$. For $k+1=n$ the statement follows from $U(n)=1$.

Now fix the true $p$. The rule fails if $U(K)<p$. If no $k$ satisfies $U(k)<p$, it cannot fail. Otherwise let $k^*$ be the largest such $k$. Because $U$ increases, failure means $K\le k^*$, and
\begin{equation}
P(\text{failure})=P(K\le k^*;p)<P(K\le k^*;U(k^*))=\alpha .
\end{equation}
The inequality uses $p>U(k^*)$ and the first result. For $k=0$ the definition reads $(1-U(0))^n=\alpha$, so $U(0)$ is the limit~(\ref{eq:limit}). When $p$ lies just above $U(0)$, failure means $K=0$ and has a probability just below $\alpha$; the 95 percent is therefore attained as a limiting value.

The 95 percent is a property of the rule over many repeated studies. It is not a probability for $p$ after this one study. A probability for $p$ requires a prior distribution. With a uniform prior, the distribution after an empty result is proportional to $(1-p)^n$, and its normalized form is $(n+1)(1-p)^n$. The value $u$ below which 95 percent of it lies obeys
\begin{equation}
\int_0^u (n+1)(1-p)^n\,dp=1-(1-u)^{n+1}=1-\alpha ,
\end{equation}
so $u=1-\alpha^{1/(n+1)}=9.2$ percent. The number is close to 9.5 percent, but it has another meaning and depends on the prior.

\section*{Part (d): The price of a tighter limit}

\textbf{Question.} How many models, all without traps, are needed to bring the limit down to 5 percent and to 1 percent? What do they cost? What is the limit if one of the 30 models had contained a trap?

\textbf{Answer.} For a target $p_t$ we need $(1-p_t)^n\le\alpha$. Taking logarithms gives $n\ln(1-p_t)\le\ln\alpha$. Division by the negative number $\ln(1-p_t)$ reverses the inequality:
\begin{equation}
n\ge\frac{\ln\alpha}{\ln(1-p_t)}\simeq\frac{3}{p_t}\qquad(p_t\ll1).
\end{equation}
Rounded up, this is 59 models for 5 percent and 299 for 1 percent. At 2000 core-hours each, they cost 118\,000 and 598\,000 core-hours, against 60\,000 for the original 30. The cost rises nearly as $1/p_t$.

These are minimum numbers, because they presuppose that the further models are clean too. With one hit in 30, the limit solves
\begin{equation}
(1-p)^{30}+30\,p\,(1-p)^{29}=0.05 ,
\end{equation}
whose root, found numerically, is 14.9 percent.

\section*{Part (e): From a fraction of models to a density of traps}

\textbf{Question.} Suppose that traps are scattered independently and uniformly with density $N$. Convert the limit on $p$ into a limit on $N$. How many traps would it permit, on average, in a gate of $30\ \mathrm{nm}\times30\ \mathrm{nm}$ with 2 nm of oxide?

\textbf{Answer.} Consider a large region of volume $\Omega$ that holds $N\Omega$ traps. Each misses a given volume $V$ with probability $1-V/\Omega$. All of them miss it with probability
\begin{equation}
\left(1-\frac{V}{\Omega}\right)^{N\Omega}\longrightarrow e^{-NV}\qquad(\Omega\to\infty).
\end{equation}
Hence $1-p=e^{-NV}$ for a model of volume $V$. Inserting this in $(1-p)^n=\alpha$ gives $e^{-nNV}=\alpha$, and
\begin{equation}
N_{\rm up}=\frac{-\ln\alpha}{nV}.
\label{eq:density}
\end{equation}

The 216 atoms form 72 units of SiO$_2$ with a molar mass of 60.083 g/mol, so
\begin{equation}
V=\frac{72\times60.083\ \mathrm{g/mol}}{2.2\ \mathrm{g/cm^3}\times N_{\rm A}}
=3.265\ \mathrm{nm^3},
\end{equation}
where $N_{\rm A}$ is the Avogadro constant. The cell is a cube of edge 1.48 nm, and the 30 models together contain $98.0\ \mathrm{nm^3}$. Therefore
\begin{equation}
N_{\rm up}=\frac{2.996}{98.0\ \mathrm{nm^3}}=0.0306\ \mathrm{nm^{-3}}
=3.1\times10^{19}\ \mathrm{cm^{-3}} .
\end{equation}
The gate oxide has a volume of $1800\ \mathrm{nm^3}$, for which the limit permits a mean of $0.0306\times1800\approx55$ traps. The whole study has examined about one eighteenth of the oxide in one such transistor.

\section*{Part (f): More models or larger ones?}

\textbf{Question.} The cost of one model grows as the cube of its number of atoms. To halve $N_{\rm up}$, is it cheaper to double the number of models or the size of each? How many 216-atom models are needed to reach $10^{18}\ \mathrm{cm^{-3}}$?

\textbf{Answer.} Equation~(\ref{eq:density}) contains the total volume $nV$ alone, so both choices lower the limit to $1.5\times10^{19}\ \mathrm{cm^{-3}}$. Sixty models of the original size cost $60\times2000=120\,000$ core-hours. Thirty models of double size cost $30\times2000\times2^3=480\,000$ core-hours. At fixed mass density and fixed $nV$, the total cost is proportional to $nV^3=(nV)V^2$, which favours small cells. This holds as long as the small cell does not itself alter the result, for instance by suppressing a defect that needs more room or by letting it interact with its periodic images. The dependence on $nV$ also rests on the independent traps of part (e). Part (h) treats defects that a cell of fixed composition can hold only in compensating pairs. In the ideal model used there the limit depends on $nV^2$, so the cost $nV^3=(nV^2)V$ still favours small cells, by a smaller margin.

For the target density,
\begin{equation}
n\ge\frac{2.996}{(10^{18}\ \mathrm{cm^{-3}})(3.265\times10^{-21}\ \mathrm{cm^3})},
\end{equation}
which rounds up to 918 clean models, or 1.8 million core-hours, for independently scattered traps. The number scales with the assumed mass density: 2.1 and $2.3\ \mathrm{g/cm^3}$ give 876 and 960.

\section*{Part (g): When the assumptions fail}

\textbf{Question.} Find the limit on $p$ (i) if a trap-containing model is recognized with probability $s=0.8$, independently for each model; (ii) if the 30 models form ten families of $m=3$, each family drawn from one melt. In case (ii), a family shares one common outcome with probability $c$, and otherwise its members are independent. Take $c=0.5$ and $c=1$. Then find (iii) the limit on $N$ if traps come in close pairs that lie whole within a model.

\textbf{Answer.} (i) A model yields a finding with probability $sp$, so the empty result has probability $(1-sp)^n$. The earlier algebra now limits $sp$, and
\begin{equation}
p\le\frac{p_{\rm up}}{s}=\frac{9.50\%}{0.8}=11.9\% .
\end{equation}
If $s$ is below $p_{\rm up}$, the quotient exceeds one and no value of $p$ is excluded. Imperfect recognition can arise when the computed gap is too narrow, so that a trap level is hard to tell from a band edge.

(ii) Let $q=1-p$. A family is clean with probability $q$ if it shares one outcome, and $q^3$ if it does not. For ten independent families,
\begin{equation}
\left[c\,q+(1-c)\,q^3\right]^{10}=\alpha .
\end{equation}
The parameter $c$ is the correlation between two members. With $X,Y=1$ for a trap and 0 otherwise, the mean of $XY$ is $cp+(1-c)p^2$. Subtracting $p^2$ leaves the covariance $c\,p(1-p)$, and the variance of each is $p(1-p)$. For $c=0.5$ the equation is solved numerically and gives $p=14.4$ percent. For $c=1$ it becomes $q^{10}=\alpha$, so that $p=1-0.05^{1/10}=25.9$ percent: thirty copies in groups of three carry the information of ten models.

(iii) If the trap density is $N$, the density of pairs is $N/2$. A model is clean with probability $e^{-NV/2}$, and the limit doubles to $6.1\times10^{19}\ \mathrm{cm^{-3}}$.

\section*{Part (h): The claim about the device}

\textbf{Question.} The group writes: ``Our calculations show that the gate oxide is free of midgap traps.'' Assess this sentence.

\textbf{Answer.} The sentence is not supported. Over 2 nm of oxide, the limit of part (e) corresponds to an areal density of $3.1\times10^{19}\ \mathrm{cm^{-3}}\times2\times10^{-7}\ \mathrm{cm}=6\times10^{12}\ \mathrm{cm^{-2}}$. A good thermal oxide on silicon has, very roughly, $10^{11}$ electrically active traps per $\mathrm{cm^2}$ or fewer; such figures usually refer to traps at or near the interface and serve here only as a scale. The study could therefore miss a density some 60 times that figure, and more for a better oxide.

Traps in a real gate oxide need not be uniform and independent. If they came in close, bound pairs that lie whole within a model, the density limit would double, as found above. For a cell cut from bulk oxide, some pairs straddle its faces and the factor is smaller, about 1.6 for a pair separation of 0.3 nm. Traps at the interface with silicon are not covered at all, because the models contain no interface. Every model also has the exact composition Si$_{72}$O$_{144}$. It contains no hydrogen and no net oxygen deficiency, and bond counting allows an oxygen vacancy or a dangling bond only together with at least one further, compensating defect. The limit says nothing about such traps when they occur singly in a real oxide. The constraint also changes the conversion to a density. Suppose two compensating species, each of bulk density $N$, do not interact with each other. A cell must hold equal numbers $k$ of both, with weights proportional to $(NV)^{2k}/(k!)^2$, so it is clean with probability $1/\sum_k (NV)^{2k}/(k!)^2\approx1-(NV)^2$. For $NV\ll1$ at the limit, which requires $n\gg3$, it follows from $n(NV)^2\approx-\ln\alpha$ and depends on $nV^2$; at $n=30$ this approximation is about 1 percent low. For the 30 models it is about $1\times10^{20}\ \mathrm{cm^{-3}}$ per species, some three times the value of part (e). Halving it takes about 120 models of the original size instead of 60, and reaching $10^{18}\ \mathrm{cm^{-3}}$ takes about $3\times10^{5}$ models instead of 918. These figures hold for non-interacting defects only. If the two species are oppositely charged, their Coulomb energy at half the cell edge is about 0.5 eV for a dielectric constant near 3.9, well above $kT=0.13$ to 0.22 eV at 1500 to 2500 K, and the weights above no longer apply. If the levels are computed for uncharged models, a state that forms only when a captured carrier distorts the network is not counted either. Simulated quenching is also many orders of magnitude faster than the processing of a real oxide, and the resulting change in $p$ cannot be obtained from the count of 30.

A supported sentence would be: ``No midgap state was found in 30 independent 216-atom models; for this protocol, and assuming complete detection, the one-sided 95 percent upper limit on the fraction of trap-containing models is 9.5 percent.''
